# Why zone-boundary antiferromagnetic pockets show no spin zeros in transverse fields

**Question.** In a layered metal with a constant $g$ factor, the Zeeman splitting gives the two spin species slightly different orbits. Their quantum oscillations interfere, and at certain tilts of the field the fundamental harmonic vanishes: a spin zero. Why does a Néel antiferromagnet with small pockets centred on suitable points of the magnetic zone boundary show none of these zeros when the field is perpendicular to the staggered moment?

**Answer.**

**The mechanism**

Take first a square lattice with equal nearest-neighbour hoppings along both axes. On its magnetic zone boundary, the two lower-band states of opposite spin along the moment live on different sublattices. A transverse field must flip the spin without moving the electron to another site, so it cannot connect these two states, and the transverse $g$ factor vanishes there. Away from the boundary each state spreads over both sublattices and a splitting appears, with opposite signs on the two sides. An orbit centred suitably on the boundary spends equal times at opposite values of $g$, and the phase gained on one side is lost on the other.

**The transverse g factor**

Consider electrons on a two-dimensional lattice with inversion symmetry about each site, in mean field and without spin-orbit coupling. The order has wavevector $\mathbf Q$, with $2\mathbf Q$ a reciprocal lattice vector. Split the band energy as

$$\varepsilon=\xi+\eta,\qquad \xi(\mathbf k+\mathbf Q)=-\xi(\mathbf k),\qquad \eta(\mathbf k+\mathbf Q)=\eta(\mathbf k).$$

Let the staggered potential be $\pm\Delta\sigma_z$ on the two sublattices, and let the field $B$ have the spin direction $x$. The Zeeman term is $h\sigma_x$, with $h=\mu_BB$ for a bare $g=2$.

The staggered potential changes $\mathbf k$ by $\mathbf Q$, and $\sigma_z$ reverses the spin along $x$. It therefore couples $(\mathbf k,\,s)$ only to $(\mathbf k+\mathbf Q,\,-s)$, where $s=\pm1$ is the spin along the field. Each sector $s$ has the matrix

$$\begin{pmatrix}\eta+\xi+sh&\Delta\\ \Delta&\eta-\xi-sh\end{pmatrix},$$

whose eigenvalues are

$$E_s=\eta\pm\sqrt{\Delta^2+(\xi+sh)^2}.$$

Take the lower band and expand to first order in $h$:

$$E_s\simeq\eta-\sqrt{\Delta^2+\xi^2}-\frac{sh\,\xi}{\sqrt{\Delta^2+\xi^2}}.$$

Writing the last term as $\tfrac12 s\,g_\perp\mu_BB$ defines a signed $g$ factor,

$$g_\perp(\mathbf k)=-\frac{2\xi(\mathbf k)}{\sqrt{\Delta^2+\xi^2(\mathbf k)}}.$$

In the upper band the sign is reversed.

**Which points are suitable**

Let the pocket centre satisfy $2\mathbf k_0=\mathbf Q$ up to a reciprocal lattice vector. On the square lattice with $\mathbf Q=(\pi,\pi)$, in units of the inverse lattice constant, $(\pi/2,\pi/2)$ qualifies. Inversion gives $\xi(-\mathbf k)=\xi(\mathbf k)$, and $-\mathbf k_0$ is equivalent to $\mathbf k_0-\mathbf Q$. Hence

$$\xi(\mathbf k_0-\mathbf q)=\xi(-\mathbf k_0+\mathbf q)=\xi(\mathbf k_0+\mathbf q-\mathbf Q)=-\xi(\mathbf k_0+\mathbf q).$$

The same steps give $\eta(\mathbf k_0-\mathbf q)=\eta(\mathbf k_0+\mathbf q)$. So $g_\perp$ is odd about the pocket centre, while the zero-field energy $E_0$, which contains $\xi^2$, is even.

**From g to the spin factor**

For a hole pocket, raising the energy by $\delta E$ moves the contour outward by $\delta E/|\nabla_{\mathbf k}E_0|$. The two sectors differ in energy by $g_\perp\mu_BB$, so at fixed Fermi level their areas differ by

$$S_+-S_-=\mu_BB\oint\frac{g_\perp\,dl}{|\nabla_{\mathbf k}E_0|}.$$

For an electron pocket the sign is opposite. The weight $dl/|\nabla_{\mathbf k}E_0|$ is proportional to the time spent on the element $dl$. With the cyclotron mass $m=(\hbar^2/2\pi)\oint dl/|\nabla_{\mathbf k}E_0|$ and the time average $\bar g$ of $g_\perp$,

$$S_+-S_-=\frac{2\pi m}{\hbar^2}\,\mu_BB\,\bar g.$$

In a layered metal with negligible interlayer hopping, only the normal component $B\cos\theta$ drives the orbit, while the spin feels all of $B$. The fundamental oscillation of each sector has the phase $\hbar S_s/(eB\cos\theta)$. Averaging two cosines of equal amplitude gives one cosine of the mean phase times the spin factor

$$R_s=\cos\left[\frac{\hbar(S_+-S_-)}{2eB\cos\theta}\right]=\cos\left(\frac{\pi\bar g\,m}{2m_e\cos\theta}\right),$$

where $\mu_B=e\hbar/2m_e$ was used. A constant $g$ gives zeros whenever $gm/(2m_e\cos\theta)$ is a half-integer. Here the contributions of $\mathbf q$ and $-\mathbf q$ cancel, $\bar g=0$ and $R_s=1$ at every tilt that keeps the field perpendicular to the moment.

The cancellation does not depend on the expansion in $h$. From the full energies and the parities of $\xi$ and $\eta$,

$$\begin{aligned}E_-(\mathbf k_0+\mathbf q)&=\eta(\mathbf k_0+\mathbf q)-\sqrt{\Delta^2+[\xi(\mathbf k_0+\mathbf q)-h]^2}\\&=\eta(\mathbf k_0-\mathbf q)-\sqrt{\Delta^2+[\xi(\mathbf k_0-\mathbf q)+h]^2}=E_+(\mathbf k_0-\mathbf q).\end{aligned}$$

The field shifts the two orbits in opposite directions, but each is the inverted image of the other. Their areas, and hence their masses, are equal as long as the pocket stays closed. If the field cants the moments, the resulting uniform exchange field lies along $B$. It changes $h$ and leaves the equality intact.

**Small gap and magnetic breakdown**

For $\Delta\ll|\xi|$ the formula gives $g_\perp\simeq-2\,\mathrm{sgn}\,\xi$. The electron then has an almost pure spin along the field. When it crosses the line $\xi=0$, which passes through the pocket centre, it is Bragg-reflected by $\mathbf Q$ and its spin reverses, which undoes the Zeeman phase of the other half of the orbit.

If the gap is so small that the electron tunnels through it instead, it keeps both its momentum branch and its spin. On the large orbit formed in this way its energy is $\varepsilon+sh$, with constant $g=2$, and spin zeros can return. The result therefore belongs to the small, reflected orbits.

**A worked example**

Take a square lattice with

$$\varepsilon=-2t(\cos k_x+\cos k_y)+4t'\cos k_x\cos k_y-2t''(\cos2k_x+\cos2k_y),$$

and $t=0.25$ eV, $t'=0.05$ eV, $t''=0.03$ eV, $\Delta=0.30$ eV, lattice constant $a=0.385$ nm. The first term is $\xi$ and the other two form $\eta$. The total field is 59.87 T, so $h=3.466$ meV.

The Fermi level is set so that the hole pocket at $(\pi/2,\pi/2)$ has an oscillation frequency of 300 T. One flux quantum per cell corresponds to $h_P/(ea^2)=27901$ T, with $h_P$ Planck's constant, so the pocket fills $300/27901=0.01075$ of the full zone. Numerical integration round the contour gives $m=0.685\,m_e$.

The local $g_\perp$ is not small. It reaches 1.05 in magnitude on the orbit, and at the points $\mathbf q=\pm(0.17,0.08)/a$ inside the pocket it is $\mp0.767$. Its orbit average is zero to rounding error.

Now tilt the field about the axis of the moment, which lies in the plane, so that the two stay perpendicular. For comparison, give the same pocket a constant $g=2$. Its spin factor is $\cos[\pi m/(m_e\cos\theta)]$, with a first zero at $\cos\theta=0.685/1.5=0.457$, or $\theta=62.8^\circ$. The areas found numerically, at fixed total field, give:

| Tilt | $R_s$, constant $g=2$ | $R_s$, antiferromagnet |
|---|---|---|
| 0° | −0.55 | 1.00 |
| 45° | −1.00 | 1.00 |
| 60° | −0.40 | 1.00 |
| 62.8° | 0.00 | 1.00 |
| 75° | −0.45 | 1.00 |

The Landau levels can also be found without orbits, by diagonalizing the spinful lattice Hamiltonian with the magnetic flux included as hopping phases. With the field along the layer normal, a magnetic cell holding two flux quanta contains each level eight times: two pockets, two spins, two flux quanta. In the transverse field the eight energies agree to about $10^{-12}$ meV, which is rounding error. If the same Zeeman energy acts along the moment, with the orbital flux unchanged, the top level splits by 6.93 meV, which is $2h$. The first six transverse-field levels lie within about 0.01 meV of those given by $S_s=2\pi eB(n+\tfrac12)/\hbar$, against spacings of 10 to 11 meV.

**A boundary point that is not enough**

The point $X=(\pi,0)$ also lies on the magnetic zone boundary, but $2X$ is a reciprocal lattice vector, not $\mathbf Q$. Inversion now makes $g_\perp$ even about the centre. With equal hoppings,

$$\xi(X+\mathbf q)=2t(\cos q_x-\cos q_y),$$

which changes sign when $q_x$ and $q_y$ are exchanged. The average still vanishes, because of the fourfold symmetry of the lattice.

Lower the nearest-neighbour hopping along $y$ to 0.20 eV, and fill the upper-band electron pocket at $X$ to 30 meV above its bottom. Then $\xi(X)=2(0.25-0.20)=0.10$ eV, and the orbit average is $\bar g=0.547$ with $m=1.268\,m_e$. The first spin zero needs $\bar gm/(2m_e\cos\theta)=\tfrac12$, so $\cos\theta=0.547\times1.268=0.694$ and $\theta=46.1^\circ$.

**When the field is not quite perpendicular**

Let the in-plane moment be turned by an angle $\psi$ from the tilt axis, and treat it as rigid: the field neither rotates nor cants it. The field then has a component $B\sin\theta\sin\psi$ along the moment. Call the two Zeeman energies $h_\parallel$ and $h_\perp$. In the basis of lower-band states with definite spin along the moment, the spin Hamiltonian on the orbit is

$$h_\parallel\sigma_z+h_\perp\frac{\xi}{\sqrt{\Delta^2+\xi^2}}\,\sigma_x,$$

up to a choice of sign of the basis states. The first term has the full $g=2$, because $\sigma_z$ commutes with the staggered potential. The terms do not commute with each other, so the spin rotations must be multiplied in order round the orbit. The product has eigenvalues $e^{\pm i\chi}$. These phases add to the two orbital phases, so $R_s=\cos\chi$, and each Landau level splits by $\chi/\pi$ times the level spacing.

At $\theta=62.8^\circ$ and $\psi=10^\circ$, the parallel fraction of the field is $\sin62.8^\circ\,\sin10^\circ=0.154$. Alone it would give $\chi=0.154\times3\pi/2=0.73$. The ordered product, evaluated numerically, gives $R_s=0.82$, or $\chi=0.61$: the alternating transverse term weakens the effect of the parallel one. For the level $n=10$ the predicted splitting is 0.90 meV, and diagonalizing the lattice Hamiltonian gives the same value. At this tilt a spin zero returns when $\psi$ reaches $27.6^\circ$.

**Beside a real material**

The parameters are round values in the rough regime of the clean inner copper-oxide planes of five-layer cuprates, where small hole pockets coexist with antiferromagnetic order. Frequencies there are a few hundred tesla and masses somewhat below $m_e$. The model has two pockets and two spins, hence $4\times0.01075=0.043$ holes per copper site. A field near 60 T requires a pulsed magnet.

One assumption that may fail in a crystal is the direction of the moment. The values found above for a turned moment, 0.82 at $10^\circ$ and a zero at $27.6^\circ$, hold only for rigid moments. They need an anisotropy strong enough to pin the moment against an in-plane field of about 53 T. If the pinning is weak, the field turns the moment towards the perpendicular direction, and the spin factor returns towards 1. A slight canting acts the same way, because its exchange field strengthens the transverse term. An anisotropy much weaker than the exchange fixes the direction of the moment but does not prevent this canting. A Hubbard mean field with the same bands and gap cants the moments by about $1.2^\circ$ at this field, so pinning alone does not make the rigid values apply. A canting of only $1^\circ$ adds $\Delta\sin1^\circ=5.2$ meV, more than the bare $h$ of 3.5 meV, and brings the spin factor at $\psi=10^\circ$ back to about 0.99 if the parallel term keeps its bare value. The return is not steady: at a canting of $2^\circ$ the factor is about 0.97. Any exchange field along the moment, from the polarized holes, is left out of these numbers. A sample with several kinds of domain shows the sum of their signals. Thermal damping at 2 K is mild: with $X_T=2\pi^2k_BT/\hbar\omega_c$, the factor $X_T/\sinh X_T$ is 0.98 along the normal and 0.92 at $62.8^\circ$. Interlayer hopping, spin-orbit coupling, disorder and fluctuations of the order are left out, and their effect on the spin factor is not estimated here.

All numerical values are calculated from the stated model.
